# Translating Multipole and Local Expansions with Solid Harmonics: verification in Python

```python
"""
Translation of multipole and local expansions of the Coulomb potential.

Regular solid harmonics R_lm: exp(c(t).r) = sum_lm R_lm(r) t^m with
c(t) = (-t/2 + 1/(2t), -i(t + 1/t)/2, 1).
Irregular ones: I_lm = (l+m)! (l-m)! R_lm / r^(2l+1).
Multipole moments about A:  M_lm(A) = sum_i q_i conj R_lm(r_i - A)
Local expansion about C:    Phi(r) = sum_jk L_jk(C) conj R_jk(r - C)
Results under test:
  M2M  M_lm(B) = sum_jk conj R_(l-j,m-k)(A-B) M_jk(A)
  M2L  L_jk(C) = (-1)^j sum_lm I_(l+j,m+k)(C-A) M_lm(A)
  L2L  L_jk(D) = sum_lm conj R_(l-j,m-k)(D-C) L_lm(C)
and an error bound for M2L truncated at degree p on both sides.
Lengths are in angstrom, charges in e; the factor e^2/(4 pi eps0) gives eV.
Arrays are indexed [l, m]; negative m uses Python's wrap-around indexing.
"""
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import lpmv

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def scaled_powers(u, top):
    """List of u^n / n! for n = 0..top."""
    powers = [np.ones_like(u)]
    for n in range(1, top + 1):
        powers.append(powers[-1] * u / n)
    return powers


def regular(points, top):
    """R_lm at each point, from the expansion of the generating function."""
    x, y, z = np.atleast_2d(np.asarray(points, float)).T
    up = scaled_powers(-(x + 1j * y) / 2, top)
    down = scaled_powers((x - 1j * y) / 2, top)
    axial = scaled_powers(z + 0j, top)
    out = np.zeros((top + 1, 2 * top + 1, len(x)), complex)
    for l in range(top + 1):
        for m in range(-l, l + 1):
            for k in range(max(0, -m), (l - m) // 2 + 1):
                out[l, m] += up[m + k] * down[k] * axial[l - m - 2 * k]
    return out


def irregular(points, top):
    out = regular(points, top)
    r = np.linalg.norm(np.atleast_2d(points), axis=1)
    for l in range(top + 1):
        for m in range(-l, l + 1):
            out[l, m] *= float(factorial(l + m) * factorial(l - m))
        out[l] /= r ** (2 * l + 1)
    return out


def moments(charges, points, centre, top):
    return np.conj(regular(points - centre, top)) @ charges


def m2m(M, shift, p):
    """shift = old centre minus new centre."""
    R = np.conj(regular(shift, p))[..., 0]
    out = np.zeros((p + 1, 2 * p + 1), complex)
    for l in range(p + 1):
        for m in range(-l, l + 1):
            for j in range(l + 1):
                for k in range(max(-j, m - l + j), min(j, m + l - j) + 1):
                    out[l, m] += R[l - j, m - k] * M[j, k]
    return out


def m2l(M, shift, p_multipole, p_local):
    """shift = local centre minus multipole centre."""
    I = irregular(shift, p_multipole + p_local)[..., 0]
    out = np.zeros((p_local + 1, 2 * p_local + 1), complex)
    for j in range(p_local + 1):
        for k in range(-j, j + 1):
            for l in range(p_multipole + 1):
                m = np.arange(-l, l + 1)
                out[j, k] += (-1) ** j * np.sum(M[l, m] * I[l + j, m + k])
    return out


def l2l(L, shift, p):
    """shift = new centre minus old centre."""
    R = np.conj(regular(shift, p))[..., 0]
    out = np.zeros((p + 1, 2 * p + 1), complex)
    for j in range(p + 1):
        for k in range(-j, j + 1):
            for l in range(j, p + 1):
                n = l - j
                for m in range(max(-l, k - n), min(l, k + n) + 1):
                    out[j, k] += R[n, m - k] * L[l, m]
    return out


def evaluate_local(L, displacements):
    R = np.conj(regular(displacements, L.shape[0] - 1))
    return np.einsum("lm,lmn->n", L, R).real


def direct_potential(charges, sources, targets):
    d = np.linalg.norm(targets[:, None] - sources[None], axis=2)
    return (charges / d).sum(axis=1)


def close(a, b, tol):
    """Difference measured against the largest entry of b."""
    return np.max(np.abs(a - b)) <= tol * np.max(np.abs(b))


# --- closed form with associated Legendre functions, and conjugation rule
v = np.array([0.7, -0.4, 0.9])
r_v, phi_v = np.linalg.norm(v), np.arctan2(v[1], v[0])
Rv = regular(v, 8)[..., 0]
for l in range(9):
    for m in range(l + 1):
        legendre = (r_v ** l * lpmv(m, l, v[2] / r_v)
                    * np.exp(1j * m * phi_v) / factorial(l + m))
        assert abs(Rv[l, m] - legendre) < 1e-11 * r_v ** l
        assert abs(Rv[l, -m] - (-1) ** m * np.conj(Rv[l, m])) < 1e-13

# --- irregular harmonics as derivatives of 1/r, done symbolically
X, Y, Z = sp.symbols("x y z", real=True)
Iv = irregular(v, 4)[..., 0]
for sign in (1, -1):
    column = 1 / sp.sqrt(X**2 + Y**2 + Z**2)
    for m in range(5):
        f = column
        for l in range(m, 5):
            value = complex(sp.N(f.subs({X: v[0], Y: v[1], Z: v[2]})))
            assert abs(value - Iv[l, sign * m]) < 1e-10 * (1 + abs(value))
            f = -sp.diff(f, Z)
        column = sign * (sp.diff(column, X) + sign * sp.I * sp.diff(column, Y))

# --- addition theorem of the regular harmonics
a_vec, b_vec = np.array([0.5, -0.3, 0.4]), np.array([-1.1, 0.8, 0.6])
Ra, Rb = regular(a_vec, 6)[..., 0], regular(b_vec, 6)[..., 0]
Rsum = regular(a_vec + b_vec, 6)[..., 0]
for l in range(7):
    for m in range(-l, l + 1):
        total = sum(Ra[j, k] * Rb[l - j, m - k]
                    for j in range(l + 1) for k in range(-j, j + 1)
                    if abs(m - k) <= l - j)
        assert abs(total - Rsum[l, m]) < 1e-13

# --- addition theorem of the irregular harmonics
r_vec = np.array([3.0, -2.0, 4.0])
Ra16 = np.conj(regular(a_vec, 16)[..., 0])
Ir = irregular(r_vec, 20)[..., 0]
Idiff = irregular(r_vec - a_vec, 4)[..., 0]
for j in range(5):
    for k in range(-j, j + 1):
        total = sum(Ra16[l, m] * Ir[l + j, m + k]
                    for l in range(17) for m in range(-l, l + 1))
        assert abs(total - Idiff[j, k]) < 1e-9 * np.max(np.abs(Idiff[j]))


# --- bound on one (l, j) block of the double expansion of 1/|T + s - a|
def block(a, s, T, l, j):
    A, S = np.conj(regular(a, l)[..., 0]), np.conj(regular(s, j)[..., 0])
    I = irregular(T, l + j)[..., 0]
    return (-1) ** j * sum(A[l, m] * S[j, k] * I[l + j, m + k]
                           for m in range(-l, l + 1) for k in range(-j, j + 1))


def block_bound(a, s, T, l, j):
    na, ns, nT = (np.linalg.norm(w) for w in (a, s, T))
    return comb(l + j, l) * na ** l * ns ** j / nT ** (l + j + 1)


rng = np.random.default_rng(7)
for trial in range(4):
    a_t, s_t, T_t = rng.normal(size=(3, 3))
    unit = T_t / np.linalg.norm(T_t)
    for l in range(6):
        for j in range(6):
            limit = block_bound(a_t, s_t, T_t, l, j)
            assert abs(block(a_t, s_t, T_t, l, j)) <= limit * (1 + 1e-9)
            # charge and field point facing each other reach the bound
            sharp = block_bound(unit, unit, T_t, l, j)
            assert abs(block(unit, -unit, T_t, l, j) - sharp) < 1e-9 * sharp

# --- random charges in two parent boxes, each made of eight child boxes
P_MAX, PER_BOX = 12, 5
corners = np.array([[i, j, k] for i in (-1, 1) for j in (-1, 1)
                    for k in (-1, 1)], float)
B = np.zeros(3)
C = np.array([12.0, 4.0, -4.0])
T = np.linalg.norm(C - B)
source_boxes = [B + c + rng.uniform(-1, 1, (PER_BOX, 3)) for c in corners]
target_boxes = [C + c + rng.uniform(-1, 1, (PER_BOX, 3)) for c in corners]
q_boxes = [rng.uniform(-1, 1, PER_BOX) for c in corners]
sources, targets = np.vstack(source_boxes), np.vstack(target_boxes)
q = np.concatenate(q_boxes)
q_target = rng.uniform(-1, 1, len(targets))
a = np.linalg.norm(sources - B, axis=1).max()
s = np.linalg.norm(targets - C, axis=1).max()
assert a + s < T

child_M = [moments(qb, pts, B + c, P_MAX)
           for qb, pts, c in zip(q_boxes, source_boxes, corners)]
shifted = [m2m(M, c, P_MAX) for M, c in zip(child_M, corners)]
parent_M = sum(shifted)
direct_M = moments(q, sources, B, P_MAX)
for l in range(P_MAX + 1):
    assert close(parent_M[l], direct_M[l], 1e-11)

# local coefficients against their direct definition from the charges
L_far = m2l(direct_M, C - B, P_MAX, 3)
L_direct = irregular(C - sources, 3) @ q
for j in range(4):
    assert close(L_far[j], (-1) ** j * L_direct[j], 1e-3)

phi = direct_potential(q, sources, targets)
energy = COULOMB * q_target @ phi
rows = []
for p in range(2, P_MAX + 1, 2):
    L_parent = m2l(parent_M, C - B, p, p)
    chain = np.concatenate([evaluate_local(l2l(L_parent, c, p), pts - C - c)
                            for c, pts in zip(corners, target_boxes)])
    # the same truncation without any M2M or L2L step
    one_stage = evaluate_local(m2l(direct_M, C - B, p, p), targets - C)
    assert close(chain, one_stage, 1e-11)
    error = np.max(np.abs(chain - phi))
    bound = np.abs(q).sum() * ((a / (T - s)) ** (p + 1)
                               + (s / (T - a)) ** (p + 1)) / (T - a - s)
    assert error <= bound
    rows.append((p, COULOMB * error, COULOMB * bound,
                 COULOMB * q_target @ chain))
assert rows[-1][1] < 1e-2 * rows[0][1]
assert abs(rows[-1][3] - energy) <= np.abs(q_target).sum() * rows[-1][2]

# --- overlapping spheres: charge sideways of A, field point beyond C
T_bad = np.array([0.0, 0.0, 10.0])
a_bad = np.array([6.0, 0.0, 0.0])
s_bad = np.array([0.0, 0.0, 6.0])
exact_bad = 1 / np.linalg.norm(T_bad + s_bad - a_bad)
M_bad = np.conj(regular(a_bad, 60)[..., 0])
square = {p: evaluate_local(m2l(M_bad, T_bad, p, p), s_bad)[0]
          for p in (8, 16, 24)}
square_error = {p: abs(value - exact_bad) for p, value in square.items()}
assert square_error[8] < square_error[16] < square_error[24]
assert square_error[24] > exact_bad
ordered = evaluate_local(m2l(M_bad, T_bad, 60, 12), s_bad)[0]
assert abs(ordered - exact_bad) < 5e-3 * exact_bad
# the multipole expansion itself converges at this field point
I_bad = irregular(T_bad + s_bad, 24)[..., 0]
multipole_bad = sum(M_bad[l, m] * I_bad[l, m] for l in range(25)
                    for m in range(-l, l + 1)).real
assert abs(multipole_bad - exact_bad) < 1e-8 * exact_bad

# --- printed numbers
print(f"e^2/(4 pi eps0) = {COULOMB:.6f} eV angstrom")
print(f"source charges: {len(q)}, target charges: {len(q_target)}")
print(f"sum of source charges = {q.sum():.6f} e")
print(f"sum of |source charges| = {np.abs(q).sum():.6f} e")
print(f"centre distance T = {T:.6f} angstrom")
print(f"source radius a = {a:.6f} angstrom")
print(f"target radius s = {s:.6f} angstrom")
print(f"ratio a/(T-s) = {a / (T - s):.6f}")
print(f"ratio s/(T-a) = {s / (T - a):.6f}")
print("M2M of first child box, z dipole:")
print(f"  charge M_00 = {child_M[0][0, 0].real:.6f} e")
print(f"  M_10 about child centre = {child_M[0][1, 0].real:.6f} e angstrom")
print(f"  z shift (child - parent) = {corners[0][2]:.1f} angstrom")
print(f"  M_10 about parent centre = {shifted[0][1, 0].real:.6f} e angstrom")
print("Potential energy of a unit charge at the target centre:")
print(f"  monopole term only = {COULOMB * q.sum() / T:.6f} eV")
print(f"  L_00 from M2L, p = 12: {COULOMB * L_far[0, 0].real:.6f} eV")
centre_energy = COULOMB * direct_potential(q, sources, C[None])[0]
print(f"  direct sum = {centre_energy:.6f} eV")
print("Full chain: p, largest error (eV), bound (eV), energy (eV)")
for p, err, bnd, en in rows:
    print(f"  {p:2d}  {err:.3e}  {bnd:.3e}  {en:.8f}")
print(f"direct interaction energy = {energy:.8f} eV")
print(f"direct interaction energy = {energy / HARTREE:.8f} hartree")
print(f"energy error at p = 12: {abs(rows[-1][3] - energy):.3e} eV")
print("Overlapping spheres, T = 10, a = 6, s = 6 angstrom, unit charges:")
print(f"  exact energy = {COULOMB * exact_bad:.6f} eV")
for p, value in square.items():
    print(f"  M2L with l, j <= {p}: {COULOMB * value:.6f} eV")
print(f"  M2L with l <= 60, j <= 12: {COULOMB * ordered:.6f} eV")
print(f"  multipole series, l <= 24: {COULOMB * multipole_bad:.6f} eV")
print("all assertions hold")
```

It prints:

```
e^2/(4 pi eps0) = 14.399645 eV angstrom
source charges: 40, target charges: 40
sum of source charges = 6.589804 e
sum of |source charges| = 19.283541 e
centre distance T = 13.266499 angstrom
source radius a = 3.078216 angstrom
target radius s = 3.153794 angstrom
ratio a/(T-s) = 0.304391
ratio s/(T-a) = 0.309551
M2M of first child box, z dipole:
  charge M_00 = 1.748998 e
  M_10 about child centre = -0.033679 e angstrom
  z shift (child - parent) = -1.0 angstrom
  M_10 about parent centre = -1.782677 e angstrom
Potential energy of a unit charge at the target centre:
  monopole term only = 7.152667 eV
  L_00 from M2L, p = 12: 7.161178 eV
  direct sum = 7.161178 eV
Full chain: p, largest error (eV), bound (eV), energy (eV)
   2  3.999e-02  2.284e+00  -23.06180921
   4  1.340e-03  2.153e-01  -23.12248864
   6  6.597e-05  2.031e-02  -23.12163679
   8  4.475e-06  1.916e-03  -23.12162321
  10  1.410e-07  1.808e-04  -23.12162568
  12  3.814e-08  1.706e-05  -23.12162575
direct interaction energy = -23.12162574 eV
direct interaction energy = -0.84970407 hartree
energy error at p = 12: 1.217e-08 eV
Overlapping spheres, T = 10, a = 6, s = 6 angstrom, unit charges:
  exact energy = 0.842676 eV
  M2L with l, j <= 8: 1.275003 eV
  M2L with l, j <= 16: 5.069829 eV
  M2L with l, j <= 24: 53.888907 eV
  M2L with l <= 60, j <= 12: 0.842785 eV
  multipole series, l <= 24: 0.842676 eV
all assertions hold
```
